# Circular Dichroism, Rotatory Strength and the Vanishing Isotropic Quadrupole Term: a program that tests the result

```python
"""Circular dichroism of a randomly oriented molecule.

Result under test (atomic units, electron charge -1, c = 1/alpha):
    Gamma_L - Gamma_R = (2 pi / 3 c) E0^2 g(omega) R,
    R = Im( mu_0n . m_n0 ),
and the electric-dipole/electric-quadrupole interference averages to zero.
mu = -r, m = -(r x p)/2, Q_ij = -r_i r_j; E0 is the field amplitude,
g the normalized density of transition frequencies, L = positive helicity.
T is the transition amplitude divided by -E0/2.
Model: one electron in three unequal oscillators with a chiral coupling
    A (x y z / s^3) exp(-r^2 / 2 s^2).
The reference side uses the complete plane wave exp(i k.r), not expanded.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] / const.angstrom
C = 1.0 / const.fine_structure
QUANTA_EV = np.array([3.0, 4.0, 6.0])
COUPLING_EV = 10.0
RANGE_ANG = 2.0

LEVI = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    LEVI[i, j, k] = 1.0
    LEVI[i, k, j] = -1.0


def act(matrix, psi, axis):
    """Apply a one-coordinate operator to a three-coordinate state."""
    return np.moveaxis(np.tensordot(matrix, psi, axes=(1, axis)), 0, axis)


def position_matrix(size, freq):
    lower = np.diag(np.sqrt(np.arange(1, size)), 1)
    return (lower + lower.T) / np.sqrt(2 * freq)


class ChiralWell:
    def __init__(self, size, coupling_ev):
        freqs = QUANTA_EV / HARTREE
        s = RANGE_ANG / BOHR
        lower = np.diag(np.sqrt(np.arange(1, size)), 1)
        self.x = [position_matrix(size, w) for w in freqs]
        self.p = [1j * np.sqrt(w / 2) * (lower.T - lower) for w in freqs]
        self.x_eig = [np.linalg.eigh(x) for x in self.x]
        shape_1d = []
        for w in freqs:
            # large auxiliary basis = accurate Gauss-Hermite quadrature
            u, vec = np.linalg.eigh(position_matrix(60, w))
            f = (u / s) * np.exp(-u**2 / (2 * s**2))
            shape_1d.append(((vec * f) @ vec.T)[:size, :size])
        ham = np.kron(np.kron(shape_1d[0], shape_1d[1]), shape_1d[2])
        ham *= coupling_ev / HARTREE
        n = np.arange(size) + 0.5
        diag = (freqs[0] * n[:, None, None] + freqs[1] * n[None, :, None]
                + freqs[2] * n[None, None, :])
        ham[np.diag_indices_from(ham)] += diag.ravel()
        energy, vec = eigh(ham, subset_by_index=[0, 1])
        self.energy = energy
        self.omega = energy[1] - energy[0]
        self.ground = vec[:, 0].reshape(size, size, size)
        self.excited = vec[:, 1].reshape(size, size, size)
        # choose the free sign of the excited state so that mu_x > 0
        if -np.vdot(self.excited, act(self.x[0], self.ground, 0)) < 0:
            self.excited = -self.excited
        self.p_ground = [act(self.p[a], self.ground, a) for a in range(3)]
        self.p_n0 = np.array([np.vdot(self.excited, v)
                              for v in self.p_ground])

    def moments(self, origin=(0.0, 0.0, 0.0)):
        """mu_n0, m_n0 and Q_n0 about the given origin (bohr)."""
        one = np.eye(len(self.x[0]))
        r = [self.x[a] - origin[a] * one for a in range(3)]
        r_ground = [act(r[a], self.ground, a) for a in range(3)]
        mu = -np.array([np.vdot(self.excited, v) for v in r_ground])
        rp = np.array([[np.vdot(self.excited,
                                act(r[a], self.p_ground[b], a))
                        for b in range(3)] for a in range(3)])
        m = -0.5 * np.einsum("iab,ab->i", LEVI, rp)
        q = -np.array([[np.vdot(self.excited, act(r[a], r_ground[b], a))
                        for b in range(3)] for a in range(3)])
        return mu, m, q

    def full_wave(self, kvec):
        """Vector t with T = eps.t, from the unexpanded plane wave."""
        bra = self.excited.astype(complex)
        for a in range(3):
            u, vec = self.x_eig[a]
            bra = act((vec * np.exp(-1j * kvec[a] * u)) @ vec.T, bra, a)
        return 1j / self.omega * np.array([np.vdot(bra, v)
                                           for v in self.p_ground])


def circular(khat, helicity):
    helper = np.eye(3)[np.argmin(np.abs(khat))]
    u = np.cross(helper, khat)
    u /= np.linalg.norm(u)
    return (u + 1j * helicity * np.cross(khat, u)) / np.sqrt(2)


def strengths(well, khat, scale=1.0):
    """|T_L|^2 and |T_R|^2 for one direction; scale multiplies k only."""
    t = well.full_wave(scale * well.omega / C * khat)
    return np.array([abs(circular(khat, h) @ t)**2 for h in (1, -1)])


def oriented_parts(mu, m, q, omega, khat):
    """Magnetic and quadrupole parts of |T_L|^2 - |T_R|^2."""
    magnetic = 2 / C * np.imag(mu.conj() @ m
                               - (mu.conj() @ khat) * (m @ khat))
    quadrupole = -omega / C * np.real(khat @ np.cross(mu.conj(), q @ khat))
    return magnetic, quadrupole


# Directions and weights for the average over the sphere
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(10)
directions, weights = [], []
for ct, wt in zip(cos_nodes, cos_weights):
    for phi in 2 * np.pi * np.arange(20) / 20:
        st = np.sqrt(1 - ct**2)
        directions.append([st * np.cos(phi), st * np.sin(phi), ct])
        weights.append(wt / 40)
directions, weights = np.array(directions), np.array(weights)

# Polarization identities and isotropic tensors, both helicities
for h in (1, -1):
    eps = np.array([circular(d, h) for d in directions])
    assert np.allclose(np.cross(directions, eps), -1j * h * eps)
    pair = np.einsum("ni,nl->nil", eps.conj(), eps)
    expected = 0.5 * (np.eye(3)
                      - np.einsum("ni,nl->nil", directions, directions)
                      + 1j * h * np.einsum("ilp,np->nil", LEVI, directions))
    assert np.allclose(pair, expected)
    assert np.allclose(np.einsum("n,nil->il", weights, pair), np.eye(3) / 3)
    rank3 = np.einsum("n,nil,nj->ilj", weights, pair, directions)
    assert np.allclose(rank3, 1j * h / 6 * LEVI)


def golden_rule_ratio():
    """Two-level ensemble driven by a real oscillating coupling:
    simulated growth of the excited population over 2 pi W^2 g."""
    drive, sigma, w = 1.0, 0.05, 1e-4
    levels = np.linspace(drive - 6 * sigma, drive + 6 * sigma, 1201)
    density = np.exp(-(levels - drive)**2 / (2 * sigma**2))
    density /= sigma * np.sqrt(2 * np.pi)
    per_period = 100
    dt = 2 * np.pi / drive / per_period
    c0 = np.ones(levels.size, complex)
    c1 = np.zeros(levels.size, complex)

    def coupling(t):
        return 2 * w * np.cos(drive * t) * np.exp(1j * levels * t)

    populations = []
    v_start = coupling(0.0)
    for step in range(60 * per_period):
        if step == 20 * per_period:
            populations.append(np.sum(density * abs(c1)**2))
        t = step * dt
        v_mid, v_end = coupling(t + dt / 2), coupling(t + dt)
        a0, a1 = -1j * v_start.conj() * c1, -1j * v_start * c0
        b0 = -1j * v_mid.conj() * (c1 + dt / 2 * a1)
        b1 = -1j * v_mid * (c0 + dt / 2 * a0)
        d0 = -1j * v_mid.conj() * (c1 + dt / 2 * b1)
        d1 = -1j * v_mid * (c0 + dt / 2 * b0)
        e0 = -1j * v_end.conj() * (c1 + dt * d1)
        e1 = -1j * v_end * (c0 + dt * d0)
        c0 = c0 + dt / 6 * (a0 + 2 * b0 + 2 * d0 + e0)
        c1 = c1 + dt / 6 * (a1 + 2 * b1 + 2 * d1 + e1)
        v_start = v_end
    populations.append(np.sum(density * abs(c1)**2))
    spacing = levels[1] - levels[0]
    elapsed = 40 * per_period * dt
    rate = (populations[1] - populations[0]) * spacing / elapsed
    return rate / (2 * np.pi * w**2 / (sigma * np.sqrt(2 * np.pi)))


golden = golden_rule_ratio()
# saturation and counter-rotating terms are well below this tolerance
assert abs(golden - 1) < 5e-3

# Model well, its moments and the rotatory strength
well = ChiralWell(12, COUPLING_EV)
omega = well.omega
mu, m, q = well.moments()
R = np.imag(mu.conj() @ m)
D = np.real(mu.conj() @ mu)
assert np.allclose(well.p_n0, -1j * omega * mu, atol=1e-5 * abs(well.p_n0[0]))

small = ChiralWell(10, COUPLING_EV)
mu_s, m_s, _ = small.moments()
R_small = np.imag(mu_s.conj() @ m_s)
assert abs(R_small / R - 1) < 1e-4
mirror = ChiralWell(10, -COUPLING_EV)
mu_m, m_m, _ = mirror.moments()
R_mirror = np.imag(mu_m.conj() @ m_m)
assert abs(R_mirror / R_small + 1) < 1e-6

# First-order multipole amplitude against the odd part of the full wave
oblique = np.ones(3) / np.sqrt(3)
kvec = omega / C * oblique
for h in (1, -1):
    eps = circular(oblique, h)
    odd = eps @ (well.full_wave(kvec) - well.full_wave(-kvec)) / 2
    first = (np.cross(oblique, eps) @ m / C
             + 0.5j * omega / C * (eps @ q @ oblique))
    assert abs(odd - first) < 1e-4 * abs(first)

# Fixed orientations
axis_rows = []
for khat in np.eye(3):
    mag, quad = oriented_parts(mu, m, q, omega, khat)
    left, right = strengths(well, khat)
    assert abs(left - right - mag - quad) < 1e-3 * abs(R) / C
    axis_rows.append((mag, quad, left - right))
assert abs(axis_rows[1][1]) > 0.1 * abs(R) / C
assert abs(sum(row[1] for row in axis_rows)) < 1e-6 * abs(axis_rows[1][1])

# Origin shift: parts change, their sum and R do not
shift_ang = np.array([0.0, 1.0, 0.0])
mu2, m2, q2 = well.moments(shift_ang / BOHR)
R_shifted = np.imag(mu2.conj() @ m2)
assert abs(R_shifted / R - 1) < 1e-4
parts_a = oriented_parts(mu, m, q, omega, oblique)
parts_b = oriented_parts(mu2, m2, q2, omega, oblique)
full_oblique = -np.diff(strengths(well, oblique))[0]
assert abs(parts_a[0] - parts_b[0]) > 0.1 * abs(R) / C
for parts in (parts_a, parts_b):
    assert abs(sum(parts) - full_oblique) < 1e-3 * abs(R) / C

# Quadrupole interference for each helicity, averaged over directions
for h in (1, -1):
    eps = np.array([circular(d, h) for d in directions])
    interference = 2 * np.real((eps @ mu).conj() * 0.5j * omega / C
                               * np.einsum("ni,ij,nj->n", eps, q, directions))
    assert np.max(abs(interference)) > 0.1 * abs(R) / C
    assert abs(weights @ interference) < 1e-9 * np.max(abs(interference))


def averaged(scale=1.0):
    values = np.array([strengths(well, d, scale) for d in directions])
    return weights @ values


mean_left, mean_right = averaged()
full_difference = mean_left - mean_right
formula_difference = 4 * R / (3 * C)
assert abs(full_difference / formula_difference - 1) < 1e-4
assert abs((mean_left + mean_right) / (2 * D / 3) - 1) < 1e-4

# Correction grows as k^2
deviation = []
for scale in (40, 80):
    left, right = averaged(scale)
    deviation.append((left - right) / (scale * formula_difference) - 1)
correction_ratio = deviation[1] / deviation[0]
assert abs(correction_ratio - 4) < 0.2

# Rates at line centre; hbar*Gamma in eV
field = 1e-5            # V/angstrom
width = 0.1             # eV, standard deviation
density = 1 / (width * np.sqrt(2 * np.pi))
prefactor = np.pi / 2 * field**2 * density * BOHR**2
rate_left, rate_right = prefactor * mean_left, prefactor * mean_right
rate_difference = (2 * np.pi / (3 * C) * field**2 * density
                   * R * BOHR**2)
assert abs((rate_left - rate_right) / rate_difference - 1) < 1e-4
dissymmetry = 4 * R / (C * D)
measured = 2 * (rate_left - rate_right) / (rate_left + rate_right)
assert abs(measured / dissymmetry - 1) < 1e-4
hbar_ev = const.hbar / const.e

# Gaussian-unit value of one atomic unit of R: (e a0)(e hbar / m_e c)
statc_cm = const.e * const.c * 10 * BOHR * 1e-8
erg_per_gauss = const.e * const.hbar / const.m_e * 1e3
R_cgs = R * statc_cm * erg_per_gauss / 1e-40


def micro(value):
    """Express a squared length (bohr^2) in 1e-6 angstrom^2."""
    return round(value * BOHR**2 * 1e6, 4) + 0.0


print("oscillator quanta x, y, z (eV):", *QUANTA_EV)
print("chiral coupling A (eV):", COUPLING_EV)
print("coupling range s (angstrom):", RANGE_ANG)
print(f"transition energy (eV): {omega * HARTREE:.5f}")
print(f"k = omega/c (1/angstrom): {omega / C / BOHR:.5e}")
print(f"mu_x,n0 (e angstrom): {mu[0].real * BOHR:.5f}")
print(f"Im m_x,n0 / c (e angstrom): {m[0].imag / C * BOHR:.5e}")
print(f"Q_yz,n0 (e angstrom^2): {q[1, 2].real * BOHR**2:.5f}")
print(f"dipole strength D (e^2 angstrom^2): {D * BOHR**2:.5f}")
print(f"R/c (1e-6 e^2 angstrom^2): {micro(R / C):.4f}")
print(f"R converted (1e-40 esu^2 cm^2): {R_cgs:.4f}")
print(f"R/c, smaller basis (1e-6 e^2 angstrom^2): {micro(R_small / C):.4f}")
print(f"R/c, mirror well (1e-6 e^2 angstrom^2): {micro(R_mirror / C):.4f}")
print(f"dissymmetry factor 4R/(cD): {dissymmetry:.5e}")
print("|T_L|^2-|T_R|^2 in 1e-6 e^2 angstrom^2:")
for name, row in zip("xyz", axis_rows):
    print(f"  light along {name}: magnetic {micro(row[0]):.4f},",
          f"quadrupole {micro(row[1]):.4f}, full wave {micro(row[2]):.4f}")
print("  mean of x, y, z, full wave:",
      f"{micro(sum(row[2] for row in axis_rows) / 3):.4f}")
print(f"  sphere average, full wave: {micro(full_difference):.4f}")
print(f"  formula 4R/(3c): {micro(formula_difference):.4f}")
print("light along (1,1,1), same unit:")
print(f"  origin at centre: magnetic {micro(parts_a[0]):.4f},",
      f"quadrupole {micro(parts_a[1]):.4f}")
print("  origin shift x, y, z (angstrom):", *shift_ang)
print(f"  shifted origin: magnetic {micro(parts_b[0]):.4f},",
      f"quadrupole {micro(parts_b[1]):.4f}")
print(f"  full wave: {micro(full_oblique):.4f}")
print(f"relative correction at 40 k: {deviation[0]:.4e}")
print(f"relative correction at 80 k: {deviation[1]:.4e}")
print(f"ratio of these corrections: {correction_ratio:.4f}")
print(f"golden rule, simulated/predicted rate: {golden:.5f}")
print(f"field amplitude E0 (V/angstrom): {field:.1e}")
print(f"standard deviation of transition energies (eV): {width}")
print(f"density g at line centre (1/eV): {density:.5f}")
print(f"hbar Gamma_L (eV): {rate_left:.8e}")
print(f"hbar Gamma_R (eV): {rate_right:.8e}")
print(f"hbar (Gamma_L - Gamma_R), formula (eV): {rate_difference:.5e}")
print(f"Gamma_L - Gamma_R converted (1/s): {rate_difference / hbar_ev:.4f}")
print("verified")
```

Output:

```
oscillator quanta x, y, z (eV): 3.0 4.0 6.0
chiral coupling A (eV): 10.0
coupling range s (angstrom): 2.0
transition energy (eV): 2.97524
k = omega/c (1/angstrom): 1.50777e-03
mu_x,n0 (e angstrom): 1.13003
Im m_x,n0 / c (e angstrom): -1.09663e-05
Q_yz,n0 (e angstrom^2): -0.07293
dipole strength D (e^2 angstrom^2): 1.27697
R/c (1e-6 e^2 angstrom^2): -12.3922
R converted (1e-40 esu^2 cm^2): -2.8590
R/c, smaller basis (1e-6 e^2 angstrom^2): -12.3922
R/c, mirror well (1e-6 e^2 angstrom^2): 12.3922
dissymmetry factor 4R/(cD): -3.88178e-05
|T_L|^2-|T_R|^2 in 1e-6 e^2 angstrom^2:
  light along x: magnetic 0.0000, quadrupole 0.0000, full wave 0.0000
  light along y: magnetic -24.7845, quadrupole -124.2679, full wave -149.0521
  light along z: magnetic -24.7845, quadrupole 124.2679, full wave 99.4833
  mean of x, y, z, full wave: -16.5229
  sphere average, full wave: -16.5230
  formula 4R/(3c): -16.5230
light along (1,1,1), same unit:
  origin at centre: magnetic -16.5230, quadrupole 0.0000
  origin shift x, y, z (angstrom): 0.0 1.0 0.0
  shifted origin: magnetic -658.3149, quadrupole 641.7920
  full wave: -16.5230
relative correction at 40 k: -4.1969e-03
relative correction at 80 k: -1.6690e-02
ratio of these corrections: 3.9766
golden rule, simulated/predicted rate: 0.99932
field amplitude E0 (V/angstrom): 1.0e-05
standard deviation of transition energies (eV): 0.1
density g at line centre (1/eV): 3.98942
hbar Gamma_L (eV): 2.66734371e-10
hbar Gamma_R (eV): 2.66744725e-10
hbar (Gamma_L - Gamma_R), formula (eV): -1.03543e-14
Gamma_L - Gamma_R converted (1/s): -15.7309
verified
```
